\section*{Uniform Core Stress in a Coherent Core-Shell Cylinder with Dilational Misfit, part 1}

(Sections cited here and not found follow in the second part.)

\section{From parallel bars to a core in a finite cylinder}

\subsection{The result and its conditions}

A long circular wire has a core of radius $a$ and a concentric shell of outer radius $b$. Both are isotropic, with the same Young's modulus $E$ and Poisson ratio $\nu$. When free of stress, the core would be larger than the shell lattice by the same small fraction $m$ in all directions. With
\begin{equation}
f=\frac{a^2}{b^2},\qquad M=\frac{E}{1-\nu},\qquad S=Mm,
\label{eq:defs}
\end{equation}
the stress in the core, far from the ends, is
\begin{equation}
\boxed{\;\sigma_{rr}=\sigma_{\theta\theta}=-\frac{S}{2}(1-f),\qquad \sigma_{zz}=-S(1-f)\;}
\label{eq:result}
\end{equation}
with no shear components. Here $f$ is the core-to-wire area ratio, $M$ is the biaxial modulus and $S$ is a stress scale. Tension is positive, so a core that is too large ($m>0$) is compressed.

The stress is uniform in the sense that it has the same value at every point of the core. It is not hydrostatic: the axial component is twice each transverse component.

The conditions are these. The interface is coherent, so the displacement is continuous across it. The side surface carries no traction, and the wire carries no net axial force and no bending moment. Strains are small enough for linear elasticity. Surface stress and plastic flow are left out. The axial part of \eqref{eq:result} depends on the absence of a net axial force, and the proportionality to $1-f$ depends on the equality of the elastic constants. Both dependences will become visible in the derivation, which builds the cylinder in four stages.

The same round model parameters are used throughout: $E=140$ GPa, $\nu=0.30$, $m=0.010$, $a=20$ nm and $b=40$ nm. They give
\begin{equation}
f=\frac{20^2}{40^2}=0.25,\qquad M=\frac{140}{0.70}=200\ \text{GPa},\qquad S=200\times0.010=2.0\ \text{GPa}.
\end{equation}

\subsection{Stage 1: two parallel bars}

The simplest model keeps the axial direction alone. Replace core and shell by two bars that fill the fractions $f$ and $1-f$ of the cross-section. They are tied together so that they have the same length, but they do not push on each other sideways.

Measure the common axial strain $e$ from the unstrained shell length. The shell bar then has elastic strain $e$. The core bar would be stress-free at strain $m$, so its elastic strain is $e-m$. The stresses are
\begin{equation}
\sigma_{\text{core}}=E(e-m),\qquad \sigma_{\text{shell}}=Ee .
\end{equation}
The total force, divided by the total area, must vanish:
\begin{equation}
fE(e-m)+(1-f)Ee=E(e-fm)=0
\quad\Longrightarrow\quad e=fm .
\end{equation}
Inserting this strain gives
\begin{equation}
\sigma_{\text{core}}=-Em(1-f),\qquad \sigma_{\text{shell}}=Emf .
\label{eq:bars}
\end{equation}

Two limits test the signs. For $f\to0$ the thin core is forced to the shell length and carries $-Em$, while the shell is relaxed. For $f\to1$ the core takes its own length and relaxes, while the thin shell is stretched by $m$ and carries $Em$.

The factor $1-f$ is already present. It is the part of the misfit that the core has to accommodate when the two bars share the mismatch according to their areas. The model cannot give the transverse stress, nor the effect of transverse stress on the axial stress. Both require the full elastic problem.

\subsection{Misfit in Hooke's law}

Imagine the core first squeezed until its lattice matches the unstrained shell lattice. It then fits the bore of the shell. All displacements are measured from this configuration, and $a$ and $b$ are its radii. Using the radii of the final wire instead would change the stresses at second order in $m$, which linear elasticity neglects.

The total strain $\varepsilon_{ij}$ follows from the displacement. In the core, the strain $m\delta_{ij}$ costs no stress, so Hooke's law acts on $\varepsilon_{ij}-m\delta_{ij}$:
\begin{align}
\sigma_{ij}&=\lambda(\varepsilon_{kk}-3m)\delta_{ij}+2\mu(\varepsilon_{ij}-m\delta_{ij})\nonumber\\
&=\lambda\varepsilon_{kk}\delta_{ij}+2\mu\varepsilon_{ij}-(3\lambda+2\mu)m\,\delta_{ij}.
\label{eq:hooke}
\end{align}
In the shell the last term is absent. The Lam\'e constants are
\begin{equation}
\lambda=\frac{E\nu}{(1+\nu)(1-2\nu)},\qquad \mu=\frac{E}{2(1+\nu)} .
\end{equation}
Three combinations will be needed. Over the common denominator $(1+\nu)(1-2\nu)$ they are
\begin{align}
\lambda+\mu&=\frac{E[\nu+\tfrac12(1-2\nu)]}{(1+\nu)(1-2\nu)}=\frac{E}{2(1+\nu)(1-2\nu)},\label{eq:lm}\\
\lambda+2\mu&=\frac{E[\nu+(1-2\nu)]}{(1+\nu)(1-2\nu)}=\frac{E(1-\nu)}{(1+\nu)(1-2\nu)},\\
3\lambda+2\mu&=\frac{E[3\nu+(1-2\nu)]}{(1+\nu)(1-2\nu)}=\frac{E}{1-2\nu}.
\end{align}

For the axial stress the inverse form of Hooke's law is quicker. The axial elastic strain is $[\sigma_{zz}-\nu(\sigma_{rr}+\sigma_{\theta\theta})]/E$. It equals $e-m$ in the core and $e$ in the shell, where $e$ is the total axial strain. Hence
\begin{equation}
\sigma_{zz}=\nu(\sigma_{rr}+\sigma_{\theta\theta})+
\begin{cases}E(e-m)&\text{core},\\ Ee&\text{shell}.\end{cases}
\label{eq:axialhooke}
\end{equation}
Without the transverse stresses this is the bar model.

\subsection{The displacements that symmetry allows}

Far from the ends the strain is taken to be independent of $z$. The wire is symmetric under rotation about its axis and under reflection in any plane containing the axis, so there is no displacement around the axis.

The hoop strain is $u_r/r$. Since it does not depend on $z$, neither does $u_r$, and $u_r=u(r)$. The axial strain $\partial u_z/\partial z$ may at first depend on $r$, which gives $u_z=g(r)z+w(r)$. The shear strain $\partial u_z/\partial r+\partial u_r/\partial z=g'(r)z+w'(r)$ must also be independent of $z$. Therefore $g'=0$, and $g$ is a constant $e$. Continuity of $u_z$ at the interface makes this constant the same in core and shell.

The function $w$ drops out as well. Axial equilibrium requires $d(r\sigma_{rz})/dr=0$, so $r\sigma_{rz}$ is constant. It vanishes on the axis, where the stress is finite, and continuity of traction carries the zero into the shell. Hence $\sigma_{rz}=\mu w'=0$, and $w$ is a rigid shift. What remains is
\begin{equation}
u_r=u(r),\quad u_z=ez,\quad \varepsilon_{rr}=u',\quad \varepsilon_{\theta\theta}=\frac ur,\quad \varepsilon_{zz}=e .
\end{equation}

Consider next the radial forces on a small sector between $r$ and $r+dr$ with opening angle $d\theta$, per unit length. The radial stress contributes $d(r\sigma_{rr})\,d\theta$. The hoop stress on the two flat sides contributes $-\sigma_{\theta\theta}\,dr\,d\theta$. Their sum vanishes:
\begin{equation}
\frac{d(r\sigma_{rr})}{dr}=\sigma_{\theta\theta}
\quad\Longleftrightarrow\quad
\frac{d\sigma_{rr}}{dr}+\frac{\sigma_{rr}-\sigma_{\theta\theta}}{r}=0 .
\label{eq:equil}
\end{equation}
Within each region the terms in $e$ and $m$ are constants. They disappear from the derivative, and they cancel in the difference of the two stresses. Equation \eqref{eq:hooke} then gives
\begin{align}
\frac{d\sigma_{rr}}{dr}&=(\lambda+2\mu)u''+\lambda\left(\frac{u'}r-\frac u{r^2}\right),\\
\frac{\sigma_{rr}-\sigma_{\theta\theta}}r&=2\mu\left(\frac{u'}r-\frac u{r^2}\right).
\end{align}
Adding the two lines and dividing by $\lambda+2\mu$ yields
\begin{equation}
u''+\frac{u'}r-\frac u{r^2}=0 .
\end{equation}
The trial function $u=r^p$ gives $p(p-1)+p-1=p^2-1=0$, so $p=\pm1$. The solution $1/r$ is singular on the axis and is excluded from the core. Hence
\begin{equation}
u=Ar\ \ (r<a),\qquad u=Cr+\frac Dr\ \ (r>a).
\label{eq:u}
\end{equation}

The uniformity of the core stress follows here, before any constant is known. With $u=Ar$, the radial and hoop strains both equal $A$ at every point of the core, and the axial strain is $e$. The three normal stresses are then constants, with $\sigma_{rr}=\sigma_{\theta\theta}$.

In the shell, $u'=C-D/r^2$ and $u/r=C+D/r^2$. Their sum is $2C$, so
\begin{equation}
\sigma_{rr}=2(\lambda+\mu)C+\lambda e-\frac{2\mu D}{r^2},\qquad
\sigma_{\theta\theta}=2(\lambda+\mu)C+\lambda e+\frac{2\mu D}{r^2}.
\label{eq:shellgeneral}
\end{equation}

\subsection{Stage 2: a core in an unlimited matrix}

Let the shell extend to infinity and hold the axial strain at $e=0$. The matrix stress must vanish far away, so \eqref{eq:shellgeneral} requires $C=0$. Two conditions at $r=a$ fix $A$ and $D$. Continuity of displacement gives
\begin{equation}
Aa=\frac Da\quad\Longrightarrow\quad A=\frac D{a^2}.
\end{equation}
Continuity of the radial stress gives
\begin{equation}
2(\lambda+\mu)A-(3\lambda+2\mu)m=-\frac{2\mu D}{a^2}.
\end{equation}
Replacing $A$ by $D/a^2$ and collecting the terms in $D$,
\begin{equation}
2(\lambda+2\mu)\frac D{a^2}=(3\lambda+2\mu)m
\quad\Longrightarrow\quad
D=\frac{ma^2}{2}\,\frac{1+\nu}{1-\nu}.
\label{eq:D}
\end{equation}
The second form uses $(3\lambda+2\mu)/(\lambda+2\mu)=(1+\nu)/(1-\nu)$, which follows from the combinations listed above. With $2\mu=E/(1+\nu)$, the combination that sets the stresses is
\begin{equation}
2\mu D=\frac{E}{1+\nu}\,\frac{ma^2}{2}\,\frac{1+\nu}{1-\nu}=\frac S2a^2 .
\label{eq:muD}
\end{equation}

The core is therefore under the transverse stress $-2\mu D/a^2=-S/2$. Its axial stress follows from \eqref{eq:axialhooke} with $e=0$ and $E=(1-\nu)M$:
\begin{equation}
\sigma_{zz}=\nu(-S)-Em=-\nu S-(1-\nu)S=-S .
\label{eq:embedded}
\end{equation}
In the matrix the radial and hoop stresses are $\mp(S/2)a^2/r^2$. Their sum is zero, so the axial stress there is zero too. The matrix resists the expansion of the core by hoop tension, which decays as $1/r^2$.

The case $\nu=0$ offers a check against Stage 1. Then $S=Em$, and the axial core stress $-Em$ agrees with the bar model for $f\to0$. For $\nu>0$ the transverse compression adds to the axial compression and raises $Em$ to $Em/(1-\nu)$.

\subsection{Stage 3: a free side surface}

Now cut the matrix at $r=b$ and discard the outside, still with $e=0$. The embedded solution leaves the radial stress $-2\mu D/b^2=-(S/2)f$ on the new surface. A free surface carries none. The cure is to superpose a field that has radial stress
\begin{equation}
T=\frac S2f
\label{eq:T}
\end{equation}
at $r=b$ and contains no misfit of its own.

Because core and shell have equal elastic constants, this extra field sees a homogeneous cylinder. It is the uniform dilation $u=C_1r$ with
\begin{equation}
2(\lambda+\mu)C_1=T,
\label{eq:C1}
\end{equation}
and it produces $\sigma_{rr}=\sigma_{\theta\theta}=T$ everywhere. It is continuous at $r=a$, so the interface conditions met in Stage 2 remain met. The transverse core stress becomes
\begin{equation}
\sigma_{rr}=\sigma_{\theta\theta}=-\frac S2+\frac S2f=-\frac S2(1-f).
\label{eq:transverse}
\end{equation}
This is the transverse part of \eqref{eq:result}. The 1 comes from the embedded core. The $-f$ comes from removing the traction at the surface, whose size is set by the decay from $a$ to $b$.

With the axial strain still blocked, the extra field adds $\nu(T+T)=\nu Sf$ to the axial stress in both regions:
\begin{equation}
\sigma_{zz}^{(e=0)}=
\begin{cases}-S(1-\nu f)&\text{core},\\ \nu Sf&\text{shell}.\end{cases}
\label{eq:blocked}
\end{equation}
The axial core stress is uniform, but it is not proportional to $1-f$.

Both limits make sense. For $f\to0$ the embedded result returns. For $f\to1$ the transverse stress vanishes and the axial stress tends to $-S(1-\nu)=-Em$. That is the stress of a single bar with free sides, held at a length shorter than its natural length by the fraction $m$.

For the model parameters,
\begin{equation}
\sigma_{rr}=-1.0\times0.75=-0.75\ \text{GPa},\qquad
\sigma_{zz}^{(e=0)}=-2.0\,(1-0.075)=-1.85\ \text{GPa}.
\end{equation}
An axisymmetric finite-element calculation with the axial displacement held at both ends gives $-0.7502$ and $-1.8501$ GPa. The differences are far below 1\% of $S$.

\section{Release of the axial force and the complete stress field}

\subsection{What is carried over}

The wire has core radius $a$, outer radius $b$ and area ratio $f=a^2/b^2$. The elastic constants $E$ and $\nu$ are common to both parts, $m$ is the fractional excess of the stress-free core size, and $S=Em/(1-\nu)$. Strains are measured from the unstrained shell lattice, and $e$ is the axial strain common to core and shell. With the side surface free and the extension blocked ($e=0$), the first half found the core stresses
\begin{equation}
\sigma_{rr}=\sigma_{\theta\theta}=-\frac S2(1-f),\qquad \sigma_{zz}=-S(1-\nu f),
\end{equation}
and the axial shell stress $\nu Sf$. The radial displacement consisted of two parts. The embedded core contributes $D/r$ in the shell and $Dr/a^2$ in the core, with $2\mu D=Sa^2/2$. The removal of the surface traction contributes $C_1r$ in both, with $2(\lambda+\mu)C_1=Sf/2$. Here $\lambda$ and $\mu$ are the Lam\'e constants.

With the side surface free and the extension blocked, the transverse core stress has its final value $-(S/2)(1-f)$, while the axial core stress is $-S(1-\nu f)$. It remains to release the axial force, which gives the axial part of \eqref{eq:result}, and to find the shell stresses, the strains, the elastic energy and the limits of the result.
